# Why T/(1−R) suppresses interference fringes in a weakly absorbing film: verification in Python

```python
# Result under test: for a weakly absorbing film on a transparent substrate,
#   T/(1-R) = 1/(1 + A/T), equal to 1 without absorption, and to first order
#   A/T = alpha*d*[(n^2+s^2)/(2ns) + (n^2-s^2)/(2ns)*sin(2phi)/(2phi)].
# R, T, A: reflected, transmitted, absorbed power fractions
# n, k: real and imaginary film index; s: index of the exit medium
# d: film thickness; alpha = 4 pi k/wavelength; phi = 2 pi n d/wavelength
# Lengths are in nm and alpha in 1/nm inside the program.
# The film is solved directly from the boundary equations of Maxwell's theory.
import numpy as np
from scipy import constants
from scipy.integrate import quad

PER_CM = 1e-7                 # one inverse cm expressed in inverse nm
N_FILM, N_GLASS, D_FILM = 2.0, 1.5, 500.0
ALPHA = 1000 * PER_CM
EV_NM = constants.h * constants.c / constants.e * 1e9


def solve_film(wavelength, alpha, d=D_FILM, n=N_FILM, n_in=1.0,
               n_out=N_GLASS, angle=0.0, pol="s"):
    """Match tangential fields at both faces; return R, T and amplitudes."""
    q = 2 * np.pi / wavelength
    index = n + 1j * alpha / (2 * q)
    sine = n_in * np.sin(angle)
    cosines = [np.sqrt(1 - (sine / m) ** 2 + 0j) for m in (n_in, index, n_out)]
    pairs = list(zip((n_in, index, n_out), cosines))
    if pol == "s":
        y_in, y_film, y_out = [m * c for m, c in pairs]
    else:
        y_in, y_film, y_out = [m / c for m, c in pairs]
    p = np.exp(1j * q * index * cosines[1] * d)
    # unknowns: reflected, forward in film, backward in film, transmitted
    matrix = np.array([[1, -1, -1, 0],
                       [-y_in, -y_film, y_film, 0],
                       [0, p, 1 / p, -1],
                       [0, y_film * p, -y_film / p, -y_out]])
    amp = np.linalg.solve(matrix, np.array([-1, -y_in, 0, 0], dtype=complex))
    refl = abs(amp[0]) ** 2
    trans = (y_out.real / y_in.real) * abs(amp[3]) ** 2
    return refl, trans, amp


def film_field(z, wavelength, alpha, amp, n=N_FILM):
    wave = 2 * np.pi * n / wavelength + 0.5j * alpha
    return amp[1] * np.exp(1j * wave * z) + amp[2] * np.exp(-1j * wave * z)


def first_order_factor(wavelength, d=D_FILM, n=N_FILM, s=N_GLASS):
    two_phi = 4 * np.pi * n * d / wavelength
    return ((n**2 + s**2) + (n**2 - s**2) * np.sin(two_phi) / two_phi) / (2*n*s)


def inverse_ratio_formula(wavelength, alpha, d=D_FILM, n=N_FILM, s=N_GLASS):
    """Derived closed form of (1-R)/T for any absorption."""
    q = 2 * np.pi / wavelength
    k = alpha / (2 * q)
    index = n + 1j * k
    r = (index - s) / (index + s)
    flux = n * (np.exp(alpha * d) - abs(r) ** 2 * np.exp(-alpha * d))
    flux += 2 * k * np.imag(r * np.exp(2j * n * q * d))
    return abs(index + s) ** 2 / (4 * s * abs(index) ** 2) * flux


orders = np.linspace(7, 9, 401)       # order = 4 n d / wavelength
waves = 4 * N_FILM * D_FILM / orders


def spectrum(alpha, **options):
    values = [solve_film(w, alpha, **options)[:2] for w in waves]
    return np.array(values).T


def with_rear_surface(alpha, internal=1.0):
    """Add intensities of successive bounces in a thick substrate."""
    r_air, t_air = spectrum(alpha)
    r_sub, t_sub = spectrum(alpha, n_in=N_GLASS, n_out=1.0)
    rho = ((N_GLASS - 1) / (N_GLASS + 1)) ** 2
    r_total, t_total, beam = r_air.copy(), np.zeros_like(t_air), t_air.copy()
    for _ in range(30):
        beam = beam * internal
        t_total = t_total + beam * (1 - rho)
        beam = beam * rho * internal
        r_total = r_total + beam * t_sub
        beam = beam * r_sub
    return r_total, t_total


def apparent(refl, trans):
    return -np.log(trans / (1 - refl)) / D_FILM


def swing(values):
    return np.max(values) - np.min(values)


# Lossless film: the ratio is one although T has strong fringes.
R0, T0 = spectrum(0.0)
assert np.max(abs(T0 / (1 - R0) - 1)) < 1e-11 and swing(T0) > 0.1
for polarization in "sp":
    for degrees in (8, 60):
        Ro, To = spectrum(0.0, angle=np.radians(degrees), pol=polarization)
        assert np.max(abs(To / (1 - Ro) - 1)) < 1e-11
Rb, Tb = with_rear_surface(0.0)
assert np.max(abs(Tb / (1 - Rb) - 1)) < 1e-11

# Missing power equals absorption computed from the field in the film.
for w in (450.0, 533.0):
    for a in (ALPHA, 30 * ALPHA):
        for n_in, n_out in ((1.0, N_GLASS), (N_GLASS, 1.0)):
            R, T, amp = solve_film(w, a, n_in=n_in, n_out=n_out)
            integral = quad(lambda z: abs(film_field(z, w, a, amp)) ** 2,
                            0, D_FILM, epsabs=1e-9, epsrel=1e-10, limit=200)[0]
            assert abs(1 - R - T - N_FILM * a * integral / n_in) < 1e-9

# Lossless field profile per transmitted field, measured from the exit face.
amp = solve_film(533.0, 0.0)[2]
for x in (0.0, 37.0, 121.0, 410.0):
    phase = 2 * np.pi * N_FILM * x / 533.0
    profile = np.cos(phase)**2 + (N_GLASS / N_FILM)**2 * np.sin(phase)**2
    numeric = abs(film_field(D_FILM - x, 533.0, 0.0, amp) / amp[3]) ** 2
    assert abs(numeric - profile) < 1e-10

# Closed form, and independence of the entrance medium.
for w in (451.0, 533.0, 562.0):
    for a in (ALPHA, 10 * ALPHA, 100 * ALPHA):
        expected = inverse_ratio_formula(w, a)
        transmissions = []
        for n_in in (1.0, 1.3, 2.5):
            R, T, _ = solve_film(w, a, n_in=n_in)
            transmissions.append(T)
            assert abs((1 - R) / T / expected - 1) < 1e-10
        assert swing(transmissions) / max(transmissions) > 0.01

# The error of the first-order law must fall as the square of alpha.
for n_in, n_out in ((1.0, N_GLASS), (N_GLASS, 1.0)):
    for w in (470.0, 533.0):
        errors = []
        for a in (0.1 * ALPHA, 0.05 * ALPHA):
            R, T, _ = solve_film(w, a, n_in=n_in, n_out=n_out)
            law = a * D_FILM * first_order_factor(w, s=n_out)
            errors.append((1 - R - T) / T - law)
        assert abs(errors[0] / errors[1] - 4) < 0.05

# Very thin film: absorption per transmitted power tends to alpha*d*n/s.
R, T, _ = solve_film(500.0, ALPHA, d=1.0)
thin_factor = (1 - R - T) / T / (ALPHA * 1.0)
assert abs(thin_factor / (N_FILM / N_GLASS) - 1) < 2e-3

# Main example: A itself has fringes, A/T has much weaker ones.
R1, T1 = spectrum(ALPHA)
A1 = 1 - R1 - T1
ratio1 = T1 / (1 - R1)
relative = [swing(v) / np.mean(v) for v in (T1, A1, A1 / T1)]
assert relative[1] > 0.8 * relative[0] and relative[2] < 0.2 * relative[0]
order_low, order_high = orders[np.argmin(ratio1)], orders[np.argmax(ratio1)]
assert abs(order_low - 8.5) < 0.03 and abs(order_high - 7.5) < 0.03
assert abs(orders[np.argmax(T1)] - 8) < 0.03

# Rear surface: derived identity against the explicit sum of bounces.
R2, T2 = spectrum(ALPHA, n_in=N_GLASS, n_out=1.0)
A2 = 1 - R2 - T2
assert np.max(abs(T1 - T2)) < 1e-11
Rb, Tb = with_rear_surface(ALPHA)
rho = ((N_GLASS - 1) / (N_GLASS + 1)) ** 2
identity = A1 / T1 + rho / (1 - rho) * (A1 + A2 + A1 * A2 / T1)
assert np.max(abs((1 - Rb - Tb) / Tb - identity)) < 1e-11

print("film index n =", N_FILM, "; substrate index s =", N_GLASS)
print(f"film thickness d = {D_FILM:.0f} nm")
print(f"true alpha = {ALPHA/PER_CM:.0f} cm^-1 ; alpha*d = {ALPHA*D_FILM:.4f}")
print(f"k at 500 nm = {ALPHA*500/(4*np.pi):.5f}")
print(f"window = {waves[-1]:.1f} to {waves[0]:.1f} nm")
smooth = (N_FILM**2 + N_GLASS**2) / (2 * N_FILM * N_GLASS)
print(f"smooth factor (n^2+s^2)/(2ns) = {smooth:.4f}")
print(f"thin-film factor, 1 nm film, computed = {thin_factor:.4f}")
print("nm, eV, 2phi(rad), R, T, A, T/(1-R), alpha_app, corrected (cm^-1)")
for m in (7, 7.5, 8, 8.5, 9):
    w = 4 * N_FILM * D_FILM / m
    R, T, _ = solve_film(w, ALPHA)
    app = apparent(R, T)
    corrected = app / first_order_factor(w)
    assert abs(corrected / ALPHA - 1) < 0.005
    print(f"{w:.1f} {EV_NM/w:.3f} {m*np.pi:.2f} {R:.4f} {T:.4f} {1-R-T:.4f}"
          f" {T/(1-R):.5f} {app/PER_CM:.1f} {corrected/PER_CM:.1f}")
print("relative peak-to-peak swing over the window (percent):")
print("  T: {:.2f} ; A: {:.2f} ; A/T: {:.2f}".format(*[100*v for v in relative]))
print(f"T swing / ratio swing = {swing(T1)/swing(ratio1):.0f}")
print(f"ratio minimum at order {order_low:.3f}, maximum at {order_high:.3f}")

print("alpha(cm^-1), swing of T, swing of T/(1-R), alpha_app swing/mean (%)")
relative_alpha = {}
for a_cm in (0, 10, 100, 1000, 10000):
    R, T = spectrum(a_cm * PER_CM)
    ratio_swing = swing(T / (1 - R))
    if a_cm:
        app = apparent(R, T)
        relative_alpha[a_cm] = 100 * swing(app) / np.mean(app)
        last = f"{relative_alpha[a_cm]:.2f}"
    else:
        last = "undefined"
        ratio_swing = 0.0 if ratio_swing < 1e-11 else ratio_swing
    print(f"{a_cm} {swing(T):.4f} {ratio_swing:.2e} {last}")
assert abs(relative_alpha[10] / relative_alpha[100] - 1) < 0.02

ideal = apparent(R1, T1)
print(f"mean alpha_app, film side = {np.mean(ideal)/PER_CM:.1f} cm^-1")
print(f"mean alpha_app, glass side = {np.mean(apparent(R2, T2))/PER_CM:.1f} cm^-1")
print(f"intrinsic alpha_app swing = {swing(ideal)/PER_CM:.1f} cm^-1")

# Size of neglected effects, each applied to the same example.
effects = {}
effects["rear surface"] = apparent(Rb, Tb) - ideal
Rl, Tl = with_rear_surface(ALPHA, internal=0.999)
effects["substrate loss 0.1% per pass"] = apparent(Rl, Tl) - apparent(Rb, Tb)
R8 = np.mean([spectrum(ALPHA, angle=np.radians(8), pol=p)[0] for p in "sp"],
             axis=0)
effects["R at 8 deg, T at 0 deg"] = apparent(R8, T1) - ideal
Rspot = spectrum(ALPHA, d=1.01 * D_FILM)[0]
effects["R spot 1% thicker"] = apparent(Rspot, T1) - ideal
effects["R reading 0.005 too high"] = apparent(R1 + 0.005, T1) - ideal
rough = 1.0                            # rms height, nm; scalar estimate
Rr = R1 * np.exp(-(4 * np.pi * rough / waves) ** 2)
Tr = T1 * np.exp(-(2 * np.pi * rough * (N_FILM - 1) / waves) ** 2)
effects["1 nm rms roughness (estimate)"] = apparent(Rr, Tr) - ideal
shifts = [apparent(*spectrum(ALPHA, n=m)) - ideal for m in (1.95, 2.05)]
effects["film index changed by 0.05"] = np.concatenate(shifts)
spread = [spectrum(ALPHA, d=D_FILM * f) for f in np.linspace(0.95, 1.05, 11)]
effects["5% thickness spread in beam"] = apparent(*np.mean(spread, axis=0)) - ideal
print("neglected effect: lowest and highest change of alpha_app (cm^-1)")
for name, change in effects.items():
    print(f"  {name}: {np.min(change)/PER_CM:+.1f} {np.max(change)/PER_CM:+.1f}")
swing_rear = swing(apparent(Rb, Tb)) / PER_CM
print(f"alpha_app swing with rear surface = {swing_rear:.1f} cm^-1")

# Unequal spots bring fringes back even without absorption;
# a spread shared by R and T does not.
R_other = spectrum(0.0, d=1.01 * D_FILM)[0]
mismatch_swing = swing(T0 / (1 - R_other))
assert mismatch_swing > 0.01
Rm, Tm = np.mean([spectrum(0.0, d=D_FILM * f)
                  for f in np.linspace(0.95, 1.05, 11)], axis=0)
assert np.max(abs(Tm / (1 - Rm) - 1)) < 1e-11
print(f"lossless ratio swing, 1% spot mismatch = {mismatch_swing:.4f}")
print("finished without a failed check")
```

Running it gives:

```
film index n = 2.0 ; substrate index s = 1.5
film thickness d = 500 nm
true alpha = 1000 cm^-1 ; alpha*d = 0.0500
k at 500 nm = 0.00398
window = 444.4 to 571.4 nm
smooth factor (n^2+s^2)/(2ns) = 1.0417
thin-film factor, 1 nm film, computed = 1.3332
nm, eV, 2phi(rad), R, T, A, T/(1-R), alpha_app, corrected (cm^-1)
571.4 2.170 21.99 0.2015 0.7581 0.0404 0.94936 1039.4 997.8
533.3 2.325 23.56 0.1290 0.8273 0.0436 0.94991 1027.8 998.5
500.0 2.480 25.13 0.0428 0.9087 0.0485 0.94935 1039.6 998.0
470.6 2.635 26.70 0.1296 0.8259 0.0445 0.94886 1049.9 997.5
444.4 2.790 28.27 0.2015 0.7581 0.0404 0.94935 1039.5 997.9
relative peak-to-peak swing over the window (percent):
  T: 18.16 ; A: 18.31 ; A/T: 2.19
T swing / ratio swing = 143
ratio minimum at order 8.485, maximum at 7.485
alpha(cm^-1), swing of T, swing of T/(1-R), alpha_app swing/mean (%)
0 0.1666 0.00e+00 undefined
10 0.1664 1.16e-05 2.24
100 0.1649 1.15e-04 2.23
1000 0.1507 1.05e-03 2.13
10000 0.0613 4.26e-03 1.39
mean alpha_app, film side = 1039.1 cm^-1
mean alpha_app, glass side = 1235.3 cm^-1
intrinsic alpha_app swing = 22.2 cm^-1
neglected effect: lowest and highest change of alpha_app (cm^-1)
  rear surface: +72.0 +86.6
  substrate loss 0.1% per pass: +21.5 +21.5
  R at 8 deg, T at 0 deg: -104.5 +117.1
  R spot 1% thicker: -478.9 +427.0
  R reading 0.005 too high: -125.6 -104.7
  1 nm rms roughness (estimate): +3.7 +8.0
  film index changed by 0.05: -13.3 +14.2
  5% thickness spread in beam: -5.4 +4.9
alpha_app swing with rear surface = 29.2 cm^-1
lossless ratio swing, 1% spot mismatch = 0.0477
finished without a failed check
```
